# Reflection phase at a potential step counts tail and Friedel interference

## What dimensions and symmetry fix

An electron in a metal meets a barrier that it cannot enter classically. In one dimension let $V=0$ for $x<0$ (the metal) and $V=V_0$ for $x>0$, with $0<E<V_0$ and the same mass $m$ on both sides. The wave is reflected completely, and the barrier's effect on it is contained in the reflection phase $\phi(E)$. The question is which states $d\phi/dE$ counts.

The sharp step contains no length. From $\hbar$, $m$, $E$ and $V_0$ the only independent dimensionless number is $E/V_0$, so

$$\phi=f(E/V_0),\qquad \frac{d\phi}{dE}=\frac{1}{V_0}\,g(E/V_0).$$

A symmetry restricts $g$. Define

$$k=\frac{\sqrt{2mE}}{\hbar},\quad \kappa=\frac{\sqrt{2m(V_0-E)}}{\hbar},\quad v=\frac{\hbar k}{m},$$

and write

$$\psi=e^{ikx}+e^{i\phi}e^{-ikx}\ (x<0),\qquad \psi=t\,e^{-\kappa x}\ (x>0).$$

Continuity of $\psi'/\psi$ at $x=0$ gives

$$ik\,\frac{1-e^{i\phi}}{1+e^{i\phi}}=-\kappa .$$

The fraction equals $-i\tan(\phi/2)$, so

$$\tan\frac{\phi}{2}=-\frac{\kappa}{k}.\tag{1}$$

Replacing $E$ by $V_0-E$ exchanges $k$ and $\kappa$ and inverts the right side. On the branch $-\pi<\phi<0$ this means $\phi(V_0-E)=-\pi-\phi(E)$. Differentiation shows that $d\phi/dE$ has the same value at $E$ and at $V_0-E$.

The evanescent tail lacks this symmetry. At low energy the wave nearly has a node at the interface and the tail is weak; near the top of the barrier the tail is long. The tail alone therefore cannot be the phase derivative. A second term is needed, and the simplest candidate is the tail's mirror image under $E\to V_0-E$.

## The step worked out

From (1), $\phi=-2\arctan(\kappa/k)$. The chain rule gives

$$\frac{d\phi}{dE}=-\frac{2}{1+\kappa^2/k^2}\,\frac{k\,\kappa_E-\kappa\,k_E}{k^2}
=\frac{2(-k\,\kappa_E+\kappa\,k_E)}{k^2+\kappa^2},\tag{2}$$

where the subscript $E$ denotes an energy derivative. Since $k^2=2mE/\hbar^2$ and $\kappa^2=2m(V_0-E)/\hbar^2$,

$$k_E=\frac{m}{\hbar^2k}=\frac{1}{\hbar v},\qquad \kappa_E=-\frac{m}{\hbar^2\kappa}=-\frac{k}{\kappa}\,\frac{1}{\hbar v}.$$

Inserting these and multiplying by $\hbar v$ turns the derivative into a length:

$$\hbar v\frac{d\phi}{dE}=\underbrace{\frac{2k^2}{\kappa(k^2+\kappa^2)}}_{T}+\underbrace{\frac{2\kappa}{k^2+\kappa^2}}_{F}=\frac{2}{\kappa}.\tag{3}$$

The first term is the tail. Continuity of $\psi$ gives $t=1+e^{i\phi}$, so

$$|t|^2=4\cos^2\frac{\phi}{2}=\frac{4}{1+\tan^2(\phi/2)}=\frac{4k^2}{k^2+\kappa^2},$$

$$\int_0^\infty|\psi|^2dx=\frac{|t|^2}{2\kappa}=\frac{2k^2}{\kappa(k^2+\kappa^2)}=T .$$

The second term must come from the metal, where

$$|\psi|^2=2+2\cos(2kx-\phi).$$

The constant 2 is the uniform density of two unit waves, and the cosine is the Friedel interference. Integrating the cosine from $-L$ to 0 gives

$$\int_{-L}^0 2\cos(2kx-\phi)\,dx=\frac{-\sin\phi+\sin(2kL+\phi)}{k}.\tag{4}$$

The last term belongs to the arbitrary cut-off and averages to zero when $L$ runs over one period $\pi/k$. What remains belongs to the interface. With $\sin\phi=2\tan(\phi/2)/[1+\tan^2(\phi/2)]=-2k\kappa/(k^2+\kappa^2)$,

$$-\frac{\sin\phi}{k}=\frac{2\kappa}{k^2+\kappa^2}=F .$$

Equation (2) also shows the origin of each part. The tail comes from the energy dependence of $\kappa$, the interference from that of $k$. Since $k^2/(k^2+\kappa^2)=E/V_0$,

$$\frac{T}{T+F}=\frac{E}{V_0},\qquad \frac{F}{T+F}=1-\frac{E}{V_0},\qquad \frac{d\phi}{dE}=\frac{1}{\sqrt{E(V_0-E)}}.$$

The last form follows from $\hbar v\kappa=\hbar^2k\kappa/m=2\sqrt{E(V_0-E)}$. It has the required symmetry, and $F/\hbar v$ is indeed the mirror image of $T/\hbar v$.

**Limit of a high barrier.** For $\kappa\gg k$, $T\approx2k^2/\kappa^3$ while $F\approx2/\kappa$. Equation (1) gives $\phi\approx-\pi+2k/\kappa$. A hard wall at $x=a$ requires $e^{ika}+e^{i\phi}e^{-ika}=0$, hence $\phi=-\pi+2ka$ up to $2\pi$. The step thus acts as a hard wall displaced by $a=1/\kappa$. The metal's standing wave shifts towards the barrier and gains $2a$ in integrated density, with almost none of it in the barrier.

**Limit of a low barrier margin.** As $E\to V_0$, $F\to0$ and $T\to2/\kappa$ diverges. Here the tail alone is a good approximation.

## From a phase to a number of states

To count states, place a hard wall at $x=-L$. Then $\psi(-L)=0$ requires

$$e^{-ikL}+e^{i\phi}e^{ikL}=0\quad\Rightarrow\quad 2kL+\phi=(2n+1)\pi .$$

Treating $n$ as a smooth function of $E$ gives, per spin,

$$\frac{dn}{dE}=\frac{1}{2\pi}\left(2Lk_E+\frac{d\phi}{dE}\right)=\frac{2L+T+F}{2\pi\hbar v}.\tag{5}$$

At an eigenvalue $\sin(2kL+\phi)=0$, so the far-end term in (4) vanishes without averaging. The numerator is then the full norm of the eigenfunction, and $(d\phi/dE)/2\pi$ is the excess density of states over a uniform metal density that ends at $x=0$.

This reference plane matters. Moving it to $x=a$ changes the excess length to $T+F-2a$. The choice $a=F/2$ would leave the tail alone, but $F/2=\kappa\hbar^2/(2mV_0)$ depends on energy, so no fixed plane does this for all energies between 0 and $V_0$.

A finite box shows the count. Take $V_0=10$ eV, 4 nm of metal and 2 nm of barrier between hard walls, and diagonalize the Hamiltonian in sine functions. Thirteen successive levels run from 1.116 to 8.167 eV, with $k=5.41$ and $14.64\ \mathrm{nm^{-1}}$ at the ends. The twelve spacings exceed the uniform count by

$$12-\frac{4\,(14.64-5.41)}{\pi}=0.25 .$$

Integrating $T/(2\pi\hbar v)$ over this range gives 0.114 states, and $F/(2\pi\hbar v)$ gives 0.137. Their sum is 0.251. The tail accounts for less than half of the excess.

## Any static barrier

Let the barrier have any static shape that admits a decaying solution, chosen real for $x>0$. Define $\eta=-\psi'(0)/\psi(0)$. Equations (1) and (2) hold with $\kappa$ replaced by $\eta$. To find $\eta_E$, use

$$\psi''=\frac{2m}{\hbar^2}(V-E)\psi,\qquad \psi_E''=\frac{2m}{\hbar^2}\left[(V-E)\psi_E-\psi\right].$$

Multiply the second equation by $\psi$, the first by $\psi_E$, and subtract. The potential cancels:

$$\frac{d}{dx}\left(\psi\psi_E'-\psi'\psi_E\right)=-\frac{2m}{\hbar^2}\psi^2 .$$

Integrate from 0 to infinity, where the bracket vanishes, and divide by $\psi(0)^2$. Because $(\psi\psi'_E-\psi'\psi_E)/\psi^2=(\psi'/\psi)_E$,

$$-\eta_E=\frac{2m}{\hbar^2}N,\qquad N=\frac{1}{\psi(0)^2}\int_0^\infty\psi^2dx .\tag{6}$$

With $|\psi(0)|^2=4k^2/(k^2+\eta^2)$ for unit incident amplitude, (2) becomes

$$\hbar v\frac{d\phi}{dE}=\frac{4k^2N}{k^2+\eta^2}+\frac{2\eta}{k^2+\eta^2}=T+F .$$

For the sharp step $N=1/2\kappa$ and (3) returns. The interference term can now have either sign: if a well next to the interface makes $\eta<0$, then $F<0$.

## Numbers for a metal on MgO

Take a free-electron metal whose Fermi energy is 7 eV above its band bottom, with a barrier of 3 eV to the MgO conduction edge. These are rough typical values. With the free mass on both sides, $V_0=10$ eV, $k=13.6\ \mathrm{nm^{-1}}$, $\kappa=8.87\ \mathrm{nm^{-1}}$ and $\hbar v=1.033$ eV nm. At the Fermi energy

$$T+F=\frac{2}{8.87}=0.225\ \mathrm{nm},\quad T=0.7\times0.225=0.158\ \mathrm{nm},\quad F=0.068\ \mathrm{nm}.$$

The phase derivative is $0.225/1.033=0.218\ \mathrm{eV^{-1}}$, an excess of $0.0347$ states per eV and spin. Reading all of it as gap states in the oxide would overstate the tail by a factor $1/0.7=1.43$. At 2.5 eV the tail share is 25 %, and at 9.5 eV it is 95 %.

## A gap with two edges

A real gap also has a valence edge $E_v$, here $E_g=7.8$ eV below the conduction edge $E_c=V_0$. A two-band model has envelopes $f_c,f_v$ with

$$(E-E_c)f_c=Pf_v',\qquad (E-E_v)f_v=-Pf_c',\qquad P^2=\frac{\hbar^2E_g}{2m_b},$$

where $m_b=0.4\,m$ is a rough MgO electron mass. Eliminating $f_v$ gives $f_c''=q^2f_c$ with

$$q^2=\frac{2m_b}{\hbar^2}\frac{(E_c-E)(E-E_v)}{E_g}.$$

Take $\psi=f_c$ at the interface, with the simplest slope condition that conserves current, $\psi'/m=E_gf_c'/[m_b(E-E_v)]$. Thus $\eta=qmE_g/[m_b(E-E_v)]$. The norm includes both envelopes. Since $|f_v/f_c|^2=P^2q^2/(E-E_v)^2=(E_c-E)/(E-E_v)$,

$$N=\frac{1}{2q}\left(1+\frac{E_c-E}{E-E_v}\right)=\frac{E_g}{2q(E-E_v)}.$$

The identity (6) survives. As $\eta\propto\sqrt{(E_c-E)/(E-E_v)}$,

$$-\eta_E=\frac{\eta E_g}{2(E_c-E)(E-E_v)}=\frac{\eta m_b}{\hbar^2q^2}=\frac{2m}{\hbar^2}N .$$

The ratio of the two parts is

$$\frac{T}{F}=\frac{2k^2N}{\eta}=\frac{m_bk^2}{mq^2}=\frac{E\,E_g}{(E_c-E)(E-E_v)} .$$

For $E_g\to\infty$ at fixed $E_c-E$ this becomes $E/(E_c-E)$: with a single band the mass changes the lengths but not the shares. For the example, $T/F=7\times7.8/(3\times4.8)=3.8$, a tail share of 79 %. The lengths are $T=0.269$ nm and $F=0.071$ nm. Current conservation alone does not fix them: $\psi=\alpha f_c$, with the slope condition divided by a constant $\alpha$, conserves current as well and divides both $\eta$ and $N$ by $\alpha^2$. The share stays at 79 %, but $\alpha=0.7$ gives $T=0.183$ nm and $F=0.048$ nm.

## A planar contact

In a plane interface with conserved parallel momentum and equal masses, states of total energy $E$ have all perpendicular energies from 0 to $E$. The band edge then matters. Set $\sin\theta=\sqrt{E/V_0}$, so $\tan\theta=k/\kappa$ and $\phi=2\theta-\pi$.

In the box, $\phi(0)=-\pi$ makes $n=-1$ the trivial solution $k=0$; true states start at $n=0$. Their number up to $E$ is the integer part of $X=(2kL+\phi+\pi)/2\pi$, whose average is $X-\tfrac12=kL/\pi+\theta/\pi-\tfrac12$. For two hard walls $\theta=0$, so by symmetry each wall contributes $-\tfrac14$. The step's own excess, per spin, is therefore $\theta/\pi-\tfrac14$.

For the tail, put $K=\sqrt{2mV_0}/\hbar$, $k=K\sin\theta$ and $\kappa=K\cos\theta$. Then $T\,dk=2\sin^2\theta\,d\theta$, and

$$\int_0^k\frac{T\,dk'}{2\pi}=\frac{\theta-\sin\theta\cos\theta}{2\pi}.$$

At $E=7$ eV, $\theta=0.991$. The total is $0.0655$, the tail $0.0848$ and the interference $-0.0193$. The sum over parallel momentum multiplies these by $m/\pi\hbar^2=4.18\ \mathrm{eV^{-1}nm^{-2}}$ for both spins. The tail density is $0.354\ \mathrm{eV^{-1}nm^{-2}}$, or $3.5\times10^{13}\ \mathrm{eV^{-1}cm^{-2}}$, while the total is $0.274\ \mathrm{eV^{-1}nm^{-2}}$. In this geometry the total understates the tail. Since $F\,dk=2\cos^2\theta\,d\theta$, the integral of $F/2\pi$ over $k$ is $(\theta+\sin\theta\cos\theta)/2\pi$. This is positive but stays below $\tfrac14$ for $E<V_0$, so the band-edge constant $-\tfrac14$ outweighs it and the interference part is negative.

These densities hold for equal masses and are not estimates for a real MgO contact. With a lighter oxide mass $m_b$, the barrier for perpendicular motion rises by $\hbar^2k_\parallel^2(1/m_b-1/m)/2$ at parallel wave number $k_\parallel$. For a single band with $m_b=0.4\,m$ this roughly halves the tail density and makes the total negative.

## How far the model reaches for MgO

Each change below is relative to the one-dimensional free-mass total of 0.225 nm at 7 eV, with the other settings fixed. The 0.4 mass alone raises it by 9 %, and the two-band gap with that mass by 51 %. Both figures assume the matching $\alpha=1$; the two-band one is 2 % for $\alpha=0.7$ and 45 % for $\alpha=1.4$. An image potential $-A/(x+0.1\ \mathrm{nm})$, with $A=e^2/(16\pi\epsilon_0\epsilon)=0.12$ eV nm for a rough optical permittivity $\epsilon=3$, lowers the barrier by 1.2 eV at the interface. Numerical integration of the Schrödinger equation then gives $+13$ %, a figure that depends strongly on the chosen cut-off: $+21$ % for 0.05 nm and $+8$ % for 0.2 nm. A field of 5 MV/cm that lowers the barrier away from the metal adds 0.8 %, with a decaying wave imposed 2 nm inside. Thermal averaging at 300 K, weighted by the energy derivative of the Fermi function, changes $d\phi/dE$ by about 0.01 %. Across a 1 nm film the tail density is multiplied by $e^{-2qd}=1.5\times10^{-4}$ in the two-band model, so an identical second metal changes the summed state count little here, by about 0.01 %; at 0.4 nm the change reaches 4 %, and a thinner film needs its own calculation.

The two-band density decays over $1/2q=0.11$ nm, about half the rough MgO layer spacing of 0.21 nm. An envelope description assumes slow variation over a cell, so these lengths are estimates. Interface bonds, charge rearrangement and the full band structure are also absent, and their effect is not sized here. Above $V_0$ the wave is partly transmitted. For the sharp step the reflection amplitude is then real, and both $d\phi/dE$ and the excess density of states vanish. For a barrier with internal structure the reflection phase alone no longer gives the state count in general.
